# Factorized Kurosawa dielectric function: oscillator strengths and limits on LO–TO dampings: a program that tests the result

```python
"""Factorized (Kurosawa) lattice permittivity, time factor exp(-i w t):
  eps(w) = eps_inf * prod_j (L_j^2 - w^2 - i gL_j w)/(T_j^2 - w^2 - i gT_j w)
T, L: TO and LO frequencies; gT, gL: their dampings; eps_inf: electronic part.
Claims: without damping this equals the response of ions with Born charges;
its residues are the oscillator strengths; for one mode with L > T, Im eps > 0
at all w > 0 exactly when gT <= gL <= gT L^2/T^2; for several modes that
modewise rule is neither sufficient nor necessary.
Cell inputs are in Hartree atomic units, frequencies and dampings in cm^-1."""
import numpy as np
from scipy import constants, linalg, optimize

rng = np.random.default_rng(7)
to_cm = constants.value('hartree-inverse meter relationship') / 100


def kurosawa(w, T, L, gT, gL, eps_inf):
    w = np.asarray(w)[..., None]
    factors = (L**2 - w**2 - 1j*gL*w) / (T**2 - w**2 - 1j*gT*w)
    return eps_inf * np.prod(factors, axis=-1)


# Model cell: three ions moving along one axis
mass = np.array([80000., 40000., 30000.])
charge = np.array([3., 1., -4.])
k12, k13, k23 = 0.02, 0.03, 0.06
volume, eps_inf = 400., 4.
K = np.array([[k12+k13, -k12, -k13],
              [-k12, k12+k23, -k23],
              [-k13, -k23, k13+k23]])
z = charge / np.sqrt(mass)
D_TO = K / np.sqrt(np.outer(mass, mass))
D_LO = D_TO + 4*np.pi/(volume*eps_inf) * np.outer(z, z)
to_sq, modes = np.linalg.eigh(D_TO)
lo_sq = np.linalg.eigvalsh(D_LO)
assert abs(to_sq[0]) < 1e-15 and abs(lo_sq[0]) < 1e-15   # acoustic mode
T = np.sqrt(to_sq[1:]) * to_cm
L = np.sqrt(lo_sq[1:]) * to_cm
none = np.zeros(2)

# LO modes from the coupled ion-field problem with D = 0, field kept unknown
coupled = np.zeros((4, 4))
coupled[:3, :3] = K
coupled[:3, 3] = -charge
coupled[3, :3] = 4*np.pi*charge/volume
coupled[3, 3] = eps_inf
weight = np.diag(np.append(mass/1e6, 0.))
vals = linalg.eig(coupled, weight, right=False)
vals = vals[np.isfinite(vals)]
vals = vals[np.argsort(abs(vals))][:3]
assert np.allclose(np.sort(vals.real), lo_sq*1e6, atol=1e-7)


# Permittivity from the forced motion of the ions
def forced_response(w_cm):
    w = w_cm / to_cm
    u = np.linalg.solve(K - w**2*np.diag(mass), charge)
    polarization = charge @ u / volume + (eps_inf - 1)/(4*np.pi)
    return 1 + 4*np.pi*polarization


for w in (50., 270., 380., 550., 900.):
    assert np.isclose(forced_response(w),
                      kurosawa(w, T, L, none, none, eps_inf).real, rtol=1e-8)

# Six random modes: factorization at complex w^2, and interlacing
A = rng.normal(size=(6, 6))
D6 = A @ A.T + np.eye(6)
z6 = rng.normal(size=6)
t6 = np.linalg.eigvalsh(D6)
l6 = np.linalg.eigvalsh(D6 + np.outer(z6, z6))
x = 1.3 + 0.7j
direct6 = 1 + z6 @ np.linalg.solve(D6 - x*np.eye(6), z6)
assert np.isclose(direct6, np.prod((l6 - x)/(t6 - x)), rtol=1e-9)
assert np.all(t6 < l6) and np.all(l6[:-1] < t6[1:])

# Oscillator strengths: residues against mode effective charges
strength = np.array([
    eps_inf*np.prod(L**2 - T[j]**2)/np.prod(np.delete(T, j)**2 - T[j]**2)/T[j]**2
    for j in range(2)])
mode_charge = (modes.T @ z)[1:]
assert np.allclose(strength, 4*np.pi*mode_charge**2/volume/to_sq[1:], rtol=1e-8)
eps_static = eps_inf + strength.sum()
assert np.isclose(eps_static, eps_inf*np.prod(L**2/T**2))
plasma = np.sqrt(4*np.pi/volume*np.sum(charge**2/mass)) * to_cm
assert np.isclose(plasma**2, eps_inf*np.sum(L**2 - T**2), rtol=1e-8)

# Absorbed power: cycle average of E dD/dt / (4 pi) for unit field amplitude
eps_test, w_test = 2.3 + 0.8j, 1.7
t = np.arange(400) * 2*np.pi/w_test/400
dDdt = np.real(-1j*w_test*eps_test*np.exp(-1j*w_test*t))
power = np.mean(np.cos(w_test*t)*dDdt)/(4*np.pi)
assert np.isclose(power, w_test*eps_test.imag/(8*np.pi))

# One mode: interval rule against a scan of Im eps
# (cases within 1 percent of a bound are skipped: the scan range is finite)
scan = np.geomspace(1e-2, 1e3, 3000)
outcomes = set()
for _ in range(400):
    L1, g, r = rng.uniform(1.05, 2), rng.uniform(0.001, 0.5), rng.uniform(0.5, 5)
    if abs(r - 1) < 0.01 or abs(r/L1**2 - 1) < 0.01:
        continue
    im = kurosawa(scan, np.array([1.]), np.array([L1]), g, r*g, 1.).imag
    allowed = 1 <= r <= L1**2
    assert allowed == bool(np.all(im > 0))
    outcomes.add(allowed)
assert outcomes == {True, False}

# One-mode example and its sign-change frequencies
Ts, Ls, gs = 300., 400., 10.
upper = gs*Ls**2/Ts**2


def im_single(w, gL):
    return float(kurosawa(w, np.array([Ts]), np.array([Ls]), gs, gL, eps_inf).imag)


crossing = {}
for gL in (8., 20.):
    crossing[gL] = np.sqrt((gs*Ls**2 - gL*Ts**2)/(gs - gL))
    root = optimize.brentq(im_single, 10., 5000., args=(gL,))
    assert np.isclose(root, crossing[gL], rtol=1e-7)
assert im_single(2*crossing[8.], 8.) < 0 < im_single(crossing[8.]/2, 8.)
assert im_single(crossing[20.]/2, 20.) < 0 < im_single(2*crossing[20.], 20.)
for gL in (gs, 14., upper):
    assert all(im_single(w, gL) > 0 for w in np.geomspace(1, 1e4, 300))


# Several modes: roots of the polynomial in w^2 that carries the sign of Im eps
def is_passive(gT, gL):
    scale = 100.
    p = np.array([1.+0j])
    for j in range(len(T)):
        p = np.polymul(p, [-1, -1j*gL[j]/scale, (L[j]/scale)**2])
        p = np.polymul(p, [-1, 1j*gT[j]/scale, (T[j]/scale)**2])
    roots = np.roots(p.imag[1::2])
    cuts = np.sort(roots[(roots.imag == 0) & (roots.real > 0)].real)
    cuts = np.sqrt(cuts)*scale
    if len(cuts) == 0:
        points = np.array([T[0]])
    else:
        points = np.concatenate(([cuts[0]/2], np.sqrt(cuts[1:]*cuts[:-1]),
                                 [2*cuts[-1]]))
    return bool(np.all(kurosawa(points, T, L, gT, gL, eps_inf).imag > 0))


wide = np.geomspace(1, 1e5, 4000)
outcomes = set()
for _ in range(300):
    gT = 10**rng.uniform(0, 2, 2)
    gL = gT*rng.uniform(0.7, 2.2, 2)
    result = is_passive(gT, gL)
    outcomes.add(result)
    if result:
        assert kurosawa(wide, T, L, gT, gL, eps_inf).imag.min() > -1e-13
assert outcomes == {True, False}

# Modewise-allowed dampings, gL = 1.2 gT: one passive and one failing case
ratio = 1.2
assert np.all(ratio < L**2/T**2)
gT_good, gT_bad = np.array([1., 20.]), np.array([1., 60.])
assert is_passive(gT_good, ratio*gT_good)
assert not is_passive(gT_bad, ratio*gT_bad)
low, high = gT_good[1], gT_bad[1]
for _ in range(45):
    middle = (low + high)/2
    trial = np.array([1., middle])
    if is_passive(trial, ratio*trial):
        low = middle
    else:
        high = middle
threshold = (low + high)/2
band = np.linspace(T[0], L[0], 20001)
im_bad = kurosawa(band, T, L, gT_bad, ratio*gT_bad, eps_inf).imag
w_bad, worst = band[im_bad.argmin()], im_bad.min()
phase = np.angle((L**2 - w_bad**2 - 1j*ratio*gT_bad*w_bad)
                 / (T**2 - w_bad**2 - 1j*gT_bad*w_bad))
assert worst < 0 and np.all(phase > 0) and phase.sum() > np.pi

# Low- and high-frequency limits of Im eps
gT, gL = gT_good, ratio*gT_good
low_slope = eps_static*np.sum(gT/T**2 - gL/L**2)
assert np.isclose(kurosawa(1e-2, T, L, gT, gL, eps_inf).imag/1e-2,
                  low_slope, rtol=1e-5)
high_tail = eps_inf*np.sum(gL - gT)
assert np.isclose(kurosawa(1e6, T, L, gT, gL, eps_inf).imag*1e6,
                  high_tail, rtol=1e-5)

# Damped conversion: terms (a - i b w)/(T^2 - w^2 - i gT w), a and b real
a, b = np.zeros(2), np.zeros(2)
for j in range(2):
    s = -gT[j]/2 + 1j*np.sqrt(T[j]**2 - gT[j]**2/4)
    others = np.delete(s**2 + gT*s + T**2, j)
    residue = eps_inf*np.prod(s**2 + gL*s + L**2)/np.prod(others)
    b[j] = residue.imag/s.imag
    a[j] = residue.real - b[j]*s.real
w = np.linspace(5, 1500, 700)[:, None]
summed = eps_inf + np.sum((a - 1j*b*w)/(T**2 - w**2 - 1j*gT*w), axis=1)
assert np.allclose(summed, kurosawa(w[:, 0], T, L, gT, gL, eps_inf), rtol=1e-8)
assert np.isclose(b.sum(), high_tail)

# Independent damped oscillators: passive although the modewise rule is broken
g_osc = np.array([5., 40.])
c = 100.
quad = [np.array([1., g_osc[j]/c, (T[j]/c)**2]) for j in range(2)]
numerator = eps_inf*np.polymul(quad[0], quad[1])
for j in range(2):
    numerator = np.polyadd(numerator, strength[j]*(T[j]/c)**2*quad[1-j])
zeros = np.roots(numerator)
zeros = zeros[zeros.imag > 0]
zeros = zeros[np.argsort(abs(zeros))]*c
L_osc, gL_osc = abs(zeros), -2*zeros.real
osc = eps_inf + np.sum(strength*T**2/(T**2 - w**2 - 1j*g_osc*w), axis=1)
assert np.allclose(osc, kurosawa(w[:, 0], T, L_osc, g_osc, gL_osc, eps_inf))
assert np.all(osc.imag > 0) and np.isclose(gL_osc.sum(), g_osc.sum())
assert gL_osc[1] < g_osc[1]
assert gL_osc[0]/g_osc[0] > (L_osc[0]/T[0])**2

print("MODEL CELL")
print("ion masses (electron masses):", *mass)
print("Born charges (e):", *charge)
print("springs k12, k13, k23 (Ha/bohr^2):", k12, k13, k23)
print(f"cell volume (bohr^3): {volume:.0f}")
print(f"eps_inf (dimensionless): {eps_inf:.1f}")
print(f"1 Ha in cm^-1: {to_cm:.3f}")
for j in range(2):
    print(f"mode {j+1}: TO {T[j]:.2f} cm^-1, LO {L[j]:.2f} cm^-1")
    print(f"mode {j+1}: TO {T[j]/to_cm*1e3:.4f} mHa, LO {L[j]/to_cm*1e3:.4f} mHa")
    print(f"mode {j+1}: strength S (dimensionless) {strength[j]:.4f}")
    print(f"mode {j+1}: (LO/TO)^2 (dimensionless) {(L[j]/T[j])**2:.4f}")
print(f"static permittivity (dimensionless): {eps_static:.4f}")
print(f"ionic plasma frequency (cm^-1): {plasma:.2f}")
print("ONE MODE")
print(f"TO, LO, TO damping (cm^-1): {Ts:.0f}, {Ls:.0f}, {gs:.0f}")
print(f"allowed LO damping (cm^-1): {gs:.2f} to {upper:.2f}")
print(f"LO damping 8 cm^-1: Im eps < 0 above {crossing[8.]:.2f} cm^-1")
print(f"LO damping 20 cm^-1: Im eps < 0 below {crossing[20.]:.2f} cm^-1")
print("TWO MODES OF THE CELL, LO damping / TO damping =", ratio)
print("passive case, TO dampings (cm^-1):", *gT_good)
for j in range(2):
    print(f"  term {j+1}: a/TO^2 {a[j]/T[j]**2:.4f} (dimensionless), b {b[j]:.3f} cm^-1")
print(f"  sum of b (cm^-1): {b.sum():.3f}")
print("failing case, TO dampings (cm^-1):", *gT_bad)
print(f"  lowest Im eps in first band (dimensionless): {worst:.5f}")
print(f"  at frequency (cm^-1): {w_bad:.2f}")
print(f"  factor phases (rad): {phase[0]:.5f}, {phase[1]:.5f}")
print(f"  phase sum minus pi (rad): {phase.sum()-np.pi:.5f}")
print(f"threshold of second TO damping (cm^-1): {threshold:.2f}")
print("INDEPENDENT OSCILLATORS WITH THE SAME STRENGTHS")
for j in range(2):
    print(f"mode {j+1}: TO damping {g_osc[j]:.2f}, LO damping {gL_osc[j]:.2f} cm^-1")
    print(f"mode {j+1}: LO frequency {L_osc[j]:.2f} cm^-1")
    print(f"mode {j+1}: modewise upper bound {g_osc[j]*(L_osc[j]/T[j])**2:.2f} cm^-1")
print(f"smallest Im eps on 5-1500 cm^-1 (dimensionless): {osc.imag.min():.2e}")
print("every check passed")
```

It prints:

```
MODEL CELL
ion masses (electron masses): 80000.0 40000.0 30000.0
Born charges (e): 3.0 1.0 -4.0
springs k12, k13, k23 (Ha/bohr^2): 0.02 0.03 0.06
cell volume (bohr^3): 400
eps_inf (dimensionless): 4.0
1 Ha in cm^-1: 219474.631
mode 1: TO 250.32 cm^-1, LO 296.46 cm^-1
mode 1: TO 1.1405 mHa, LO 1.3507 mHa
mode 1: strength S (dimensionless) 4.1377
mode 1: (LO/TO)^2 (dimensionless) 1.4026
mode 2: TO 456.39 cm^-1, LO 660.95 cm^-1
mode 2: TO 2.0795 mHa, LO 3.0115 mHa
mode 2: strength S (dimensionless) 3.6290
mode 2: (LO/TO)^2 (dimensionless) 2.0973
static permittivity (dimensionless): 11.7667
ionic plasma frequency (cm^-1): 1007.55
ONE MODE
TO, LO, TO damping (cm^-1): 300, 400, 10
allowed LO damping (cm^-1): 10.00 to 17.78
LO damping 8 cm^-1: Im eps < 0 above 663.32 cm^-1
LO damping 20 cm^-1: Im eps < 0 below 141.42 cm^-1
TWO MODES OF THE CELL, LO damping / TO damping = 1.2
passive case, TO dampings (cm^-1): 1.0 20.0
  term 1: a/TO^2 4.1355 (dimensionless), b -15.818 cm^-1
  term 2: a/TO^2 3.6312 (dimensionless), b 32.618 cm^-1
  sum of b (cm^-1): 16.800
failing case, TO dampings (cm^-1): 1.0 60.0
  lowest Im eps in first band (dimensionless): -0.28415
  at frequency (cm^-1): 268.35
  factor phases (rad): 3.09262, 0.06469
  phase sum minus pi (rad): 0.01573
threshold of second TO damping (cm^-1): 41.67
INDEPENDENT OSCILLATORS WITH THE SAME STRENGTHS
mode 1: TO damping 5.00, LO damping 8.97 cm^-1
mode 1: LO frequency 296.51 cm^-1
mode 1: modewise upper bound 7.02 cm^-1
mode 2: TO damping 40.00, LO damping 36.03 cm^-1
mode 2: LO frequency 660.83 cm^-1
mode 2: modewise upper bound 83.86 cm^-1
smallest Im eps on 5-1500 cm^-1 (dimensionless): 5.14e-03
every check passed
```
